# Reduced Matrix Elements and Normalisation Conventions of Operator Equivalents

## 1. What symmetry fixes

Let $\mathbf J$ be a dimensionless angular momentum ($\hbar=1$) acting in one multiplet $|JM\rangle$ of $N=2J+1$ states. Let $O_{kq}$, $q=-k,\dots,k$, be a spherical tensor of rank $k\ge1$ built from products of $k$ components of $\mathbf J$. By the Wigner-Eckart theorem its matrix elements share a single unknown number $R_k$:

$$\langle JM|O_{kq}|JM'\rangle=(-1)^{J-M}\begin{pmatrix}J&k&J\\-M&q&M'\end{pmatrix}R_k .\tag{1}$$

For $k\le2J$ the 3j symbols obey $\sum_{MM'}(\cdots)^2=1/(2k+1)$ for each $q$. For $k>2J$ they all vanish, so the operator vanishes too, and we set $R_k=0$. In both cases

$$\mathrm{Tr}\,(O_{kq}^\dagger O_{kq})=\frac{R_k^2}{2k+1}.\tag{2}$$

The component $q=k$ raises $M$ by $k$ using $k$ factors, so it is proportional to $J_+^k$. With $J(J+1)=(N^2-1)/4$,

$$\langle M|J_-^kJ_+^k|M\rangle=\prod_{i=0}^{k-1}\Big[\tfrac{N^2-1}{4}-(M+i)(M+i+1)\Big].$$

This has total degree $2k$ in $M$ and $N$ and is even in $N$. Odd powers of $M$ sum to zero over the multiplet. The even sums $S_p(N)=\sum_M M^{2p}$ are odd polynomials in $N$ of degree $2p+1$, for the following reason.

- Going from $N$ to $N+2$ adds the states $M=\pm(N+1)/2$, so $S_p(N+2)-S_p(N)=2[(N+1)/2]^{2p}$. Let $P$ be the polynomial solution with $P(0)=0$.
- Replacing $N$ by $-N-2$ leaves the right side unchanged. Comparing the two equations shows that $P(N)+P(-N)$ has period 2. A periodic polynomial is constant, and this one vanishes at $N=0$, so $P$ is odd.
- For even $N$, $S_p=P$ because both start from zero. For odd $N$ and $p\ge1$, $S_p(1)=0$, while $P(1)-P(-1)=0$ and oddness give $P(1)=0$. For $p=0$, $S_0=N$.

The trace is therefore an odd polynomial in $N$ of degree at most $2k+1$. It vanishes for $N=1,\dots,k$, where the multiplet is too small to be raised $k$ times. Oddness adds the zeros $0,-1,\dots,-k$, and these $2k+1$ zeros fix the form:

$$R_k^2=A_k\,N\prod_{n=1}^{k}(N^2-n^2).\tag{3}$$

Only $A_k$, which is independent of $J$, depends on the normalisation. For Racah-normalised operators the value derived below is $A_k=4^{-k}$, so that

$$\boxed{R_k=\frac1{2^k}\sqrt{\frac{(2J+k+1)!}{(2J-k)!}}\,,\qquad 0\le k\le 2J.}\tag{4}$$

Equations (3) and (4) agree because $(2J+k+1)!/(2J-k)!$ is the product of the integers from $N-k$ to $N+k$.

## 2. Racah-normalised operators

Define $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ with the Condon-Shortley phase. The operator $O_{kq}$ is obtained from the polynomial $r^kC_{kq}(x,y,z)$ by replacing each monomial with the average over all orderings of the corresponding product of $J_x,J_y,J_z$.

**Tensor character.** For any constant vector $\mathbf a$, this replacement sends $(\mathbf a\cdot\mathbf r)^k$ to $(\mathbf a\cdot\mathbf J)^k$, because expanding the operator power produces every ordering equally often. A rotation turns both expressions into the same form with $\mathbf a$ rotated. Comparing coefficients of the components of $\mathbf a$ extends this to every monomial. Replacement and rotation therefore commute, and $O_{kq}$ inherits the tensor character of $C_{kq}$:

$$[J_-,O_{kq}]=\sqrt{(k+q)(k-q+1)}\;O_{k,q-1}.\tag{5}$$

**Stretched component.** The harmonic with $q=k$ is $r^kC_{kk}=c_k(x+iy)^k$. The mean of $|C_{kk}|^2$ over the sphere is $1/(2k+1)$. With $u=\cos\theta=2t-1$,

$$\frac12\int_{-1}^1(1-u^2)^kdu=4^k\int_0^1t^k(1-t)^kdt=\frac{4^k(k!)^2}{(2k+1)!}.$$

Hence $c_k^2=(2k)!/[4^k(k!)^2]$, and the phase convention gives the sign $(-1)^k$. Taking $\mathbf a=(1,i,0)$ in the replacement rule gives

$$O_{kk}=(-1)^k\frac{\sqrt{(2k)!}}{2^k\,k!}\,J_+^k.\tag{6}$$

Equations (5) and (6) generate all components without any symmetrisation of products. Since $C_{kq}^*=(-1)^qC_{k,-q}$ and symmetrised products of Hermitian components are Hermitian, $O_{kq}^\dagger=(-1)^qO_{k,-q}$.

## 3. The magnitude of the reduced element

Each raising step contributes $(J-M)(J+M+1)$ to the squared matrix element. Over $k$ steps,

$$\begin{aligned}|\langle M+k|J_+^k|M\rangle|^2&=\frac{(J-M)!}{(J-M-k)!}\,\frac{(J+M+k)!}{(J+M)!}\\&=(k!)^2\binom{J-M}{k}\binom{J+M+k}{k}.\end{aligned}\tag{7}$$

To sum over $M$, choose $2k+1$ numbers from $1,\dots,2J+k+1$ and sort the choices by their middle number $s=J+M+k+1$. There are $J+M+k$ numbers below $s$ and $J-M$ above it, and $k$ must be taken from each side. The sum of the binomial products is thus the total number of choices:

$$\mathrm{Tr}\,(J_-^kJ_+^k)=(k!)^2\binom{2J+k+1}{2k+1}.\tag{8}$$

Combining (2), (6) and (8),

$$R_k^2=(2k+1)\,\frac{(2k)!}{4^k(k!)^2}\,(k!)^2\,\frac{(2J+k+1)!}{(2k+1)!\,(2J-k)!}=\frac{(2J+k+1)!}{4^k(2J-k)!}.$$

## 4. Sign and diagonal elements

Apply (5) $k$ times to $O_{kk}$. The squared ladder factors multiply to $\prod_{q=1}^k(k+q)(k-q+1)=(2k)!$. Expanding the nested commutator gives

$$O_{k0}=\frac{(-1)^k}{2^kk!}\sum_{i=0}^k(-1)^i\binom ki J_-^{k-i}J_+^kJ_-^i .$$

In a diagonal element, each rung between $M-i$ and $M-i+k$ is crossed once up and once down. The product is therefore (7) with $M$ replaced by $M-i$:

$$\langle M|O_{k0}|M\rangle=\frac{k!}{2^k}\sum_{i=0}^k(-1)^{k-i}\binom ki\binom{J-M+i}{k}\binom{J+M+k-i}{k}.\tag{9}$$

For $M=J$ the first $J$-dependent binomial leaves just $i=k$, and

$$\langle JJ|O_{k0}|JJ\rangle=\frac{(2J)!}{2^k(2J-k)!}>0 .$$

The 3j factor in (1), including its phase, equals $\langle JM'\,kq|JM\rangle/\sqrt{2J+1}$. The Condon-Shortley convention makes $\langle JJ\,k0|JJ\rangle$ positive, so $R_k>0$, as (4) states.

This relation also shows how a different form of the theorem changes the quoted value. If (1) is written with the bare Clebsch-Gordan coefficient, the reduced element is $R_k/\sqrt{2J+1}$. The operator is unchanged.

## 5. Small and large multiplets

For $k>2J$ the operator vanishes, as the factor $n=N$ in (3) shows. A spin $1/2$ can carry a vector moment, with $R_1=\sqrt{3/2}$, but no quadrupole. An implementation that accepts any $k$ should use (3), or return zero before it evaluates the factorial of a negative number.

For large $J$ at fixed $k$, write (3) as

$$R_k=\sqrt{2J+1}\prod_{n=1}^k\sqrt{J(J+1)-\tfrac{n^2-1}{4}} .$$

Since $\sum_{n=1}^k(n^2-1)=k(k-1)(2k+5)/6$, the leading correction is

$$R_k\simeq\sqrt{2J+1}\,[J(J+1)]^{k/2}\left[1-\frac{k(k-1)(2k+5)}{48J(J+1)}\right].$$

The first factors describe a classical vector of length $\sqrt{J(J+1)}$. By (2), the mean of $|O_{kq}|^2$ over the multiplet then tends to $[J(J+1)]^k/(2k+1)$, the classical average over directions.

The approach is slow at high rank. For $J=4$, $k=4$ the classical value is $3\times20^2=1200$, while $R_4=1006.7$, a ratio of 0.839. The corrected expression gives 0.8375. For $k=6$ the ratio is $12634/24000=0.526$ and the corrected expression gives 0.469, so one correction term no longer suffices.

## 6. Relating the named conventions

The name Buckmaster is attached to two normalisations, so a name alone does not define an operator. The families are identified here by their stretched components.

**Racah normalisation.** The Smith-Thornley operators, Buckmaster's Racah-normalised operators and the Lindgård-Danielsen operators all have the stretched component (6). Whether the remaining components come from substitution or from commutators, Section 2 shows that the result is the same. Coefficients pass without change between any sets that share (5) and (6), so the stretched component printed in a source shows whether a conversion is needed.

**Buckmaster-Chatterjee-Shing normalisation.** These operators, called $T_{kq}$ here, have

$$T_{kk}=(-1)^k2^{-k/2}J_+^k .\tag{10}$$

They arise from repeated coupling of the vector $\mathbf J$ to the highest rank, $T_k=[T_{k-1}\times J]_k$. The stretched Clebsch-Gordan coefficient is 1 and the spherical component is $J_{1,1}=-J_+/\sqrt2$, so each coupling adds one factor $-J_+/\sqrt2$.

Both families obey (5), so the ratio of stretched components holds for every $q$:

$$O_{kq}=g_kT_{kq},\qquad g_k=\frac{1}{k!}\sqrt{\frac{(2k)!}{2^k}} .\tag{11}$$

For a Hamiltonian $\sum b_{kq}O_{kq}=\sum b^{T}_{kq}T_{kq}$, the coefficients and reduced elements follow:

$$b^{T}_{kq}=g_k\,b_{kq},\qquad R_k^{T}=\frac{R_k}{g_k}=k!\sqrt{\frac{(2J+k+1)!}{2^k(2k)!\,(2J-k)!}} .$$

Operators are divided by $g_k$ and coefficients multiplied by it. For example, $O_{20}=(3J_z^2-\mathbf J^2)/2$ and $T_{20}=(3J_z^2-\mathbf J^2)/\sqrt6$, with $g_2=\sqrt{3/2}$.

To tell these two families apart, read the $q=2$, $k=2$ entry, which in both is a pure multiple of $J_+^2$: the coefficient is $\sqrt6/4\approx0.612$ for Racah normalisation and $1/2$ for $T$. An entry that also contains $J_-^2$, such as $\tfrac12(J_+^2+J_-^2)$, is a Hermitian combination of the components $q=\pm2$. It belongs to neither family, and (11) does not apply to it. Rank 1 cannot distinguish them, because $g_1=1$.

## 7. Example: $J=4$ in a tetragonal field

Consider the model

$$H=b_2O_{20}+b_4\Big[O_{40}+\sqrt{\tfrac5{14}}\,(O_{44}+O_{4,-4})\Big],$$

with $b_2=5\times10^{-4}$ eV and $b_4=1\times10^{-4}$ eV. The operators are dimensionless, and any radial factors are contained in the coefficients. The model is not the general tetragonal field: symmetry also allows $O_{60}$ and $O_{6,\pm4}$ for $J=4$ and leaves the ratio of the $O_{40}$ and $O_{4,\pm4}$ terms free, whereas here rank 6 is omitted and the ratio is fixed at its cubic value.

**Reduced element.** For $k=4$, (8) gives $576\binom{13}{9}=411840$. The squared prefactor in (6) is $8!/(256\times576)=0.2734$, so the trace in (2) is 112612.5. Then $R_4=\sqrt{9\times112612.5}=1006.7$, in agreement with (4).

**Matrix elements.** Equation (9) gives, for $M=0$ and $k=4$, $\tfrac{24}{16}(70-700+1350-700+70)=135$. All the diagonal values needed are:

| $\lvert M\rvert$ | $O_{20}$ | $O_{40}$ | diagonal energy (eV) |
|---|---|---|---|
| 0 | −10.0 | 135.0 | 0.00850 |
| 1 | −8.5 | 67.5 | 0.00250 |
| 2 | −4.0 | −82.5 | −0.01025 |
| 3 | 3.5 | −157.5 | −0.01400 |
| 4 | 14.0 | 105.0 | 0.01750 |

From (6), $O_{44}=(\sqrt{70}/16)J_+^4$, so the fourfold term is $\tfrac5{16}(J_+^4+J_-^4)$. By (7) its elements are 112.5 for $-2\to2$, 99.216 for $-1\to3$ and 62.750 for $0\to4$.

**Levels.** The fourfold term changes $M$ by $\pm4$, which leaves blocks of at most two states after even and odd combinations of $M=\pm4$ are formed.

- $M=\pm2$: $-0.01025\pm0.01125$, giving $-0.02150$ and $0.00100$ eV.
- $M=0$ and the even combination of $\pm4$: the coupling is $\sqrt2\times0.006275=0.008874$ eV. The levels are $0.01300\pm\sqrt{0.00450^2+0.008874^2}$, or $0.00305$ and $0.02295$ eV.
- The odd combination of $\pm4$ has no partner and stays at $0.01750$ eV.
- $\{3,-1\}$, and equally $\{-3,1\}$: $-0.00575\pm\sqrt{0.00825^2+0.009922^2}$, giving two doublets at $-0.01865$ and $0.00715$ eV.

The total splitting is 0.04445 eV, or $1.634\times10^{-3}$ hartree.

**Cubic limit.** For $b_2=0$ the classical polynomial behind $H$ is $b_4$ times

$$x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2),$$

which treats the three axes alike. The same blocks then give, in units of $b_4$, $-82.5\pm112.5$, $120\pm90$, $105$ and, twice, $-45\pm150$. The levels are $-195$, 30, 105 and 210 with degeneracies 3, 2, 3 and 1. A wrong relative magnitude between $O_{40}$ and $O_{4,\pm4}$ breaks this pattern, which makes it a useful check of normalisation. It does not check signs: reversing the sign of the fourfold term, or giving $O_{4,\pm4}$ the phases $e^{\pm i\chi}$, is a rotation about $z$ and leaves all levels unchanged.

The axial term splits the lowest triplet, at $-0.0195$ eV. The singlet moves by $-4b_2=-0.0020$ eV. Each doublet state has weight $\tfrac12(1+112.5/150)=0.875$ on $|M|=3$ and 0.125 on $|M|=1$, so its first-order shift is $(0.875\times3.5-0.125\times8.5)b_2=0.0010$ eV. This predicts $-0.0185$ eV. The remaining difference from $-0.01865$ eV is of higher order in $b_2$.

**Changing convention.** With $g_2=1.2247$ and $g_4=2.0917$, the coefficients for $T_{kq}$ are $6.124\times10^{-4}$ and $2.092\times10^{-4}$ eV. They reproduce all nine levels.

If the original $b_2$ and $b_4$ are attached to $T_{kq}$ instead, the Racah coefficients are in effect divided by $g_2$ and $g_4$. The axial part falls to 82% of its intended strength and the cubic part to 48%. The total splitting becomes 0.02347 eV, 53% of the correct value.

Rescaling the energy axis does not repair this, because the axial-to-cubic ratio has grown by $g_4/g_2=1.71$. After both spectra are scaled to unit width, the largest displacement is 0.075 of the width and belongs to the upper doublet. For $b_2=0$ this model contains a single rank, and the same mistake would change the scale alone. A general cubic field on $J=4$ also contains $b_6[O_{60}-\sqrt{7/2}\,(O_{64}+O_{6,-4})]$, and then the pattern changes too: for $b_6/b_4=0.01$ the largest displacement is 0.12 of the width.

## 8. Use and range of validity

Suppose $V_{kq}$ is any rank-$k$ tensor acting on the electrons, with reduced element $V_k$ in the convention (1). Within one multiplet with $k\le2J$, (1) gives $V_{kq}=(V_k/R_k)\,O_{kq}$. This is the physical role of $R_k$: it converts a many-electron matrix element into the coefficient of an angular-momentum operator.

The replacement is exact for the block within the multiplet, but it omits the mixing of different $J$, since $O_{kq}$ has no elements between multiplets. The omitted shifts fall roughly as the inverse of the multiplet spacing. If the $J=4$ level of Section 7 is the lowest level of an $L=5$, $S=1$ term with coupling $\lambda\,\mathbf L\cdot\mathbf S$, the field acts on $\mathbf L$, and $J=5$ lies 0.27 eV higher, the levels move by up to $1.0\times10^{-3}$ eV, far more than the last digit quoted there. Equation (1) must then be generalised to tensors that connect $J$ and $J'$.

Matrices built by direct substitution were compared with (1) and (4) for $J=\tfrac12,1,\tfrac32,\tfrac52,4$ and $k\le6$, where $k\le2J$. The largest deviation, relative to $R_k$, is $1.8\times10^{-16}$. The numerical output below lists $R_k$, $g_k$ and $R_k/g_k$ for $J=4$ as reference values.

## Table of computed values

```
Largest relative Wigner-Eckart error: 1.8e-16
Example J = 4 (dimensionless operators)
k=1: R_k=13.4164  g_k=1.000000  R_k/g_k=13.4164
k=2: R_k=58.8643  g_k=1.224745  R_k/g_k=48.0625
k=3: R_k=249.7399  g_k=1.581139  R_k/g_k=157.9494
k=4: R_k=1006.7336  g_k=2.091650  R_k/g_k=481.3107
k=5: R_k=3766.8521  g_k=2.806243  R_k/g_k=1342.3114
k=6: R_k=12634.4061  g_k=3.799671  R_k/g_k=3325.1316
Tr(J-^4 J+^4) = 411840
Tr(O_40^2) = 112612.50
<44|O_40|44> = 105.00
M=0: <O_20>=-10.00  <O_40>=135.00
M=1: <O_20>=-8.50  <O_40>=67.50
M=2: <O_20>=-4.00  <O_40>=-82.50
M=3: <O_20>=3.50  <O_40>=-157.50
M=4: <O_20>=14.00  <O_40>=105.00
Fourfold element -2 -> 2: 112.5000
Fourfold element -1 -> 3: 99.2157
Fourfold element 0 -> 4: 62.7495
b2 = 0.000500 eV, b4 = 0.000100 eV (Racah)
g2*b2 = 0.00061237 eV, g4*b4 = 0.00020917 eV (for T)
Diagonal energy M=0: 0.008500 eV
Diagonal energy M=1: 0.002500 eV
Diagonal energy M=2: -0.010250 eV
Diagonal energy M=3: -0.014000 eV
Diagonal energy M=4: 0.017500 eV
Pair from M=+-2: -0.021500, 0.001000 eV
Pair from M=+-4 (even), 0: 0.003050, 0.022950 eV
Single from M=+-4 (odd): 0.017500 eV
Doublets from 3,-1 and -3,1: -0.018653, 0.007153 eV
Levels: correct | unconverted coefficients
1: -0.021500 eV | -0.010956 eV
2: -0.018653 eV | -0.008747 eV
3: -0.018653 eV | -0.008747 eV
4: 0.001000 eV | -0.000199 eV
5: 0.003050 eV | 0.000596 eV
6: 0.007153 eV | 0.002403 eV
7: 0.007153 eV | 0.002403 eV
8: 0.017500 eV | 0.010735 eV
9: 0.022950 eV | 0.012511 eV
Total splitting: 0.044450 eV = 1.6335e-03 hartree
Unconverted splitting: 0.023467 eV
Splitting ratio unconverted/correct: 0.5279
Largest shift of scaled level position: 0.0754
Cubic levels for b2=0, in units of b4 (degeneracy):
-195.0 (3), 30.0 (2), 105.0 (3), 210.0 (1)
```
